\section*{Midgap Edge State of an Alternating Chain at a Metal Contact, part 1}

(Sections cited here and not found follow in the second part.)

\section{The resonance and its width}

\subsection*{Result}

A semi-infinite chain has sites $j=1,2,3,\dots$ of zero energy, joined by real hoppings that alternate: $t_1$ on bond 1--2, $t_2$ on bond 2--3, $t_1$ on bond 3--4, and so on. Electrons are independent, and every density of states below is per spin. Site 1 also couples to the levels $\epsilon_k$ of a metal through amplitudes $V_k$. The bare contact broadening is
\begin{equation}
\Gamma=2\pi\sum_k|V_k|^2\,\delta(E-\epsilon_k).
\label{eq:Gamma}
\end{equation}
In the wide-band limit $\Gamma$ does not depend on energy, and the metal causes no level shift. Write
\begin{equation}
r=\frac{t_1}{t_2},\qquad Z=1-r^2,\qquad s=\frac{\Gamma}{2}.
\label{eq:defs}
\end{equation}

\paragraph{Theorem.} Let $0<t_1<t_2$.

(a) The isolated chain has one normalizable state at $E=0$, the middle of its gap. Its weight on site 1 is $Z$.

(b) In the wide-band limit, and for $\Gamma\ll t_2$, the metal turns this state into a resonance centred at $E=0$, whose Green function on site 1 is
\begin{equation}
G_{11}(E)\simeq\frac{Z}{E+iZ\Gamma/2}.
\label{eq:main}
\end{equation}
The full width is therefore $Z\Gamma$: the bare broadening times the end-site weight.

(c) At finite $\Gamma$, let $-i\gamma_p/2$ be the pole of $G_{11}$ that develops from the edge state, and let $w$ be the full width at half maximum of the density on site 1. For $0<\Gamma<2t_2$ they obey $w<Z\Gamma<\gamma_p<\Gamma$. At small $\Gamma$ and fixed $r$,
\begin{equation}
\frac{\gamma_p}{Z\Gamma}=1+\frac{(1-Z)\Gamma^2}{4t_2^2}+\dots,\qquad
\frac{w}{Z\Gamma}=1-\frac{(1-Z)\Gamma^2}{4t_2^2}+\dots
\label{eq:corrections}
\end{equation}
where the dots are of fourth order in $\Gamma/t_2$.

The factor $Z$ has a direct meaning. The electron can leave through site 1 alone, and an electron in the edge state is found there with probability $Z$.

\subsection*{Lemma 1: the edge state}

\paragraph{Statement.} For $t_1<t_2$ the isolated chain has one normalizable state at $E=0$, with
\begin{equation}
\psi_{2n+1}=\sqrt{Z}\,(-r)^n,\qquad \psi_{2n+2}=0,\qquad n=0,1,2,\dots
\label{eq:edge}
\end{equation}
For $t_1>t_2$ there is none.

\paragraph{Proof.} At $E=0$ the Schr\"odinger equation on site 1 reads $t_1\psi_2=0$, so $\psi_2=0$. On site $2n+1$ with $n\ge1$ it reads $t_2\psi_{2n}+t_1\psi_{2n+2}=0$, so all the even amplitudes vanish in turn. On the even site $2n+2$ it reads
\begin{equation}
t_1\psi_{2n+1}+t_2\psi_{2n+3}=0,
\end{equation}
and hence $\psi_{2n+3}=-r\psi_{2n+1}$. The norm is $|\psi_1|^2\sum_n r^{2n}$. The sum converges for $r<1$, to $1/(1-r^2)$, and normalization then gives $|\psi_1|^2=1-r^2=Z$. For $r>1$ the amplitudes grow and no state exists. $\square$

To see that $E=0$ lies in a gap, put $\psi_{2n+1}=a\lambda^n$ and $\psi_{2n+2}=b\lambda^n$. Away from the end,
\begin{equation}
Ea=\left(t_1+\frac{t_2}{\lambda}\right)b,\qquad Eb=(t_1+t_2\lambda)a .
\label{eq:bulk}
\end{equation}
Multiplying the two equations and cancelling $ab$ gives
\begin{equation}
E^2=t_1^2+t_2^2+t_1t_2\left(\lambda+\frac1\lambda\right).
\label{eq:bands}
\end{equation}
Extended states have $\lambda=e^{iq}$, so $E^2$ runs from $(t_2-t_1)^2$ to $(t_2+t_1)^2$. The gap is $|E|<\Delta$ with $\Delta=|t_2-t_1|$, and its full size is $2\Delta$.

\subsection*{Lemma 2: the metal as a self-energy}

\paragraph{Statement.} In the wide-band limit the metal adds $-i\Gamma/2$ to the energy of site 1 and changes nothing else in the equations of the chain.

\paragraph{Proof.} Let $G=(z-H)^{-1}$ be the retarded Green function of chain and metal together, with $z=E+i0$. The rows of $(z-H)G=1$ that belong to metal level $k$ and to site 1 are
\begin{align}
(z-\epsilon_k)G_{k1}-V_k^*G_{11}&=0,\\
zG_{11}-t_1G_{21}-\sum_kV_kG_{k1}&=1 .
\end{align}
The first gives $G_{k1}=V_k^*G_{11}/(z-\epsilon_k)$. Inserted in the second, it yields
\begin{equation}
(z-\Sigma)G_{11}-t_1G_{21}=1,\qquad \Sigma(E)=\sum_k\frac{|V_k|^2}{E-\epsilon_k+i0}.
\label{eq:sigma}
\end{equation}
Since $1/(x+i0)$ has imaginary part $-\pi\delta(x)$, definition (\ref{eq:Gamma}) gives $\mathrm{Im}\,\Sigma=-\Gamma/2$. The real part is a principal value. For a flat band from $-W$ to $W$ it is
\begin{equation}
\mathrm{Re}\,\Sigma=\frac{\Gamma}{2\pi}\,\mathrm{P}\!\!\int_{-W}^{W}\frac{d\epsilon}{E-\epsilon}
=\frac{\Gamma}{2\pi}\ln\frac{W+E}{W-E}\simeq\frac{\Gamma E}{\pi W},
\label{eq:shift}
\end{equation}
where the last form holds for $|E|\ll W$. It vanishes as $W\to\infty$ at fixed $\Gamma$. $\square$

A single site without a chain would have $G_{11}=1/(E+i\Gamma/2)$. Its density is proportional to $1/(E^2+\Gamma^2/4)$ and falls to half its maximum at $E=\pm\Gamma/2$. This fixes the convention: $\Gamma$ is a full width.

\subsection*{Lemma 3: the isolated end}

\paragraph{Statement.} Let $g(z)$ be the Green function on site 1 of the isolated chain, and let $x=1/g$. With $D=t_2^2-t_1^2=Zt_2^2$,
\begin{equation}
zx^2-(z^2+D)x+zt_2^2=0 .
\label{eq:quadratic}
\end{equation}
For $t_1<t_2$ and real $E$ in the gap,
\begin{equation}
x(E)=\frac{2Et_2^2}{E^2+D+\sqrt{R}},\qquad R=(E^2+D)^2-4E^2t_2^2 .
\label{eq:x}
\end{equation}
As $E$ goes from $0$ to $\Delta$, $x$ rises from $0$ to $t_2$, and $x>E/Z$ for $0<E<\Delta$.

\paragraph{Proof.} Let $g'$ be the end Green function of the chain that starts at site 2. Row 1 of the resolvent equation is $zg-t_1g_{21}=1$. The remaining rows describe the shorter chain driven at its end by $t_1g$, so $g_{21}=g't_1g$. Therefore $g=1/(z-t_1^2g')$. Removing site 2 as well restores the original chain, so by the same argument $g'=1/(z-t_2^2g)$. Combining the two,
\begin{equation}
zg-\frac{t_1^2g}{z-t_2^2g}=1 .
\end{equation}
Multiplication by $z-t_2^2g$ gives $z^2g-zt_2^2g^2-t_1^2g=z-t_2^2g$, or
\begin{equation}
zt_2^2g^2-(z^2+t_2^2-t_1^2)g+z=0 .
\end{equation}
Division by $g^2$ is equation (\ref{eq:quadratic}).

The two roots for $g$ are $(E^2+D\pm\sqrt R)/(2Et_2^2)$. The discriminant factorizes,
\begin{equation}
R=\left[(E-t_2)^2-t_1^2\right]\left[(E+t_2)^2-t_1^2\right],
\end{equation}
and both factors are positive in the gap, so the roots never meet there. The edge state contributes $|\psi_1|^2/E=Z/E$ to $g$. The root with the plus sign has this pole, since it tends to $2D/(2Et_2^2)=Z/E$; the other root stays finite. The plus sign is therefore right throughout the gap, and $x=1/g$ is equation (\ref{eq:x}).

For the rise of $x$, set $u=E^2$. The derivative of the denominator in (\ref{eq:x}) with respect to $u$ is
\begin{equation}
1-\frac{2t_2^2-D-u}{\sqrt R}.
\end{equation}
Here $2t_2^2-D-u=t_1^2+t_2^2-u$ is positive in the gap, and
\begin{equation}
(2t_2^2-D-u)^2-R=4t_2^4-4t_2^2D=4t_1^2t_2^2>0 .
\end{equation}
So the derivative is negative and $x/E$ increases with $E$ from its initial value $1/Z$. Hence $x>E/Z$, and $x$ itself increases. At $E=\Delta$, $R=0$ and
\begin{equation}
x=\frac{\Delta^2+D}{2\Delta}=\frac{(t_2-t_1)+(t_2+t_1)}{2}=t_2 .\qquad\square
\end{equation}

\subsection*{Lemma 4: the pole}

\paragraph{Statement.} For $t_1<t_2$ and every $\Gamma>0$, $G_{11}$ has a pole at $E=-iy$, where $y$ is the positive root of
\begin{equation}
sy^2+(t_2^2-s^2)y-sD=0 ,
\label{eq:pole}
\end{equation}
and $Zs<y<s$.

\paragraph{Proof.} The product of the roots of (\ref{eq:pole}) is $-D<0$, so one root is positive. I construct a state of the chain with energy $-is$ on site 1, using the amplitudes $a\lambda^n$ and $b\lambda^n$ above. On site 1 the missing neighbour's term $t_2b/\lambda$ in (\ref{eq:bulk}) must be replaced by $-isa$, which requires $b=-is\lambda a/t_2$. With $E=-iy$, the second equation of (\ref{eq:bulk}) becomes
\begin{equation}
-\frac{ys\lambda}{t_2}=t_1+t_2\lambda,\qquad\text{so}\qquad \lambda=-\frac{t_1t_2}{t_2^2+ys}.
\label{eq:lambda}
\end{equation}
The first becomes $y=s(1+t_1\lambda/t_2)$, that is
\begin{equation}
y=s\left(1-\frac{t_1^2}{t_2^2+ys}\right).
\label{eq:yself}
\end{equation}
Multiplying by $t_2^2+ys$ and collecting terms gives (\ref{eq:pole}), so the positive root solves all the equations. Since $ys>0$, $|\lambda|<r<1$, and the state is normalizable. The bracket in (\ref{eq:yself}) lies between $1-r^2=Z$ and 1, which proves the bounds.

This state obeys $(E-H_0)\psi=-is\psi_1|1\rangle$, with $H_0$ the isolated chain. Because $E$ is not real, $E-H_0$ can be inverted. The component on site 1 gives $\psi_1=-isg(E)\psi_1$, or $1/g(E)+is=0$ since $\psi_1=a\neq0$. This is the vanishing of the denominator of $G_{11}$ in (\ref{eq:G11}) below. $\square$

\subsection*{Proof of the theorem}

Part (a) is Lemma 1. For the rest, use Lemma 2 and eliminate the chain beyond site 1 as in Lemma 3. The chain contributes the same term to the denominator as before, and the metal adds $is$:
\begin{equation}
G_{11}(E)=\frac{1}{x(E)+is},\qquad
\rho_1(E)=-\frac1\pi\mathrm{Im}\,G_{11}=\frac{1}{\pi}\,\frac{s}{x^2+s^2}
\label{eq:G11}
\end{equation}
where the density applies in the gap, in which $x$ is real.

To expand $x$, write (\ref{eq:quadratic}) as $x=z(t_2^2+x^2)/(z^2+D)$. To lowest order $x=zt_2^2/D=z/Z$. Inserting this on the right,
\begin{align}
x&=\frac zZ\left(1+\frac{z^2}{Z^2t_2^2}\right)\left(1-\frac{z^2}{Zt_2^2}\right)+\dots\nonumber\\
&=\frac zZ\left[1+\frac{(1-Z)z^2}{Z^2t_2^2}\right]+\dots
\label{eq:xexp}
\end{align}
On the scale of the resonance, $|E|\sim Z\Gamma$, the correction in brackets is of order $\Gamma^2/t_2^2$. Dropping it gives $G_{11}=1/(E/Z+i\Gamma/2)$, which is (\ref{eq:main}). This proves (b).

For (c), invert the series:
\begin{equation}
z=Zx\left[1-\frac{(1-Z)x^2}{t_2^2}\right]+\dots
\label{eq:invert}
\end{equation}
The pole has $x=-is$, so $x^2=-s^2$ and $z=-iZs[1+(1-Z)s^2/t_2^2]$. The half-height point has $x=s$, so $E=Zs[1-(1-Z)s^2/t_2^2]$. Doubling the magnitudes and putting $s=\Gamma/2$ gives (\ref{eq:corrections}). One cubic term thus produces both corrections, with opposite signs because the pole lies on the imaginary axis and the half-height point on the real one.

The bounds on $\gamma_p=2y$ are those of Lemma 4. By Lemma 3, $x=s$ is reached once for $0<E<\Delta$ if $s<t_2$, and there $E<Zx=Zs$. Hence $w<Z\Gamma$. $\square$

\paragraph{Remark: the small parameter.} The half-width compared with half the gap is
\begin{equation}
\frac{Z\Gamma/2}{\Delta}=\frac{\Gamma(t_2+t_1)}{2t_2^2}=\frac{(1+r)\Gamma}{2t_2}.
\label{eq:ratio}
\end{equation}
As the gap closes, the end weight shrinks with it. The resonance then narrows in proportion to the gap at fixed $\Gamma$ and $t_2$, and $\Gamma/t_2$ remains the relevant parameter.

\paragraph{Remark: strong contact.} For $s\to\infty$, equation (\ref{eq:yself}) gives $y\simeq s-t_1^2/s$. The pole then describes site 1 dissolved in the metal, with nearly its bare width. The rest of the chain begins with a strong bond and, by Lemma 1, has no zero-energy edge state of its own.

\section{Gap states, a worked example and its limits}

\subsection*{Symbols and results carried over}

The chain has hoppings $t_1,t_2,t_1,\dots$ with $t_1<t_2$, and $r=t_1/t_2$, $Z=1-r^2$, $\Delta=t_2-t_1$. The metal gives site 1 the self-energy $-is$ with $s=\Gamma/2$. The edge state is $\psi_{2n+1}=\sqrt Z(-r)^n$, with zero amplitude on even sites. In the gap $G_{11}=1/(x+is)$, where $x$ is the inverse Green function of the isolated end and $x\simeq E/Z$ near midgap. The weak-coupling width is $\gamma=Z\Gamma$; the pole width is $\gamma_p$ and the full width at half maximum is $w$.

\subsection*{Proposition 1: decay in time}

\paragraph{Statement.} At weak coupling an electron placed in the edge state stays there with probability $e^{-Z\Gamma t/\hbar}$.

\paragraph{Proof.} Let $g_{\psi\psi}=1/E$ be the isolated Green function in the edge state and $g_{\psi1}=\sqrt Z/E$ its element to site 1. Repeated scattering from the term $-is$ on site 1 sums to
\begin{equation}
G_{\psi\psi}=\frac1E+\frac{\sqrt Z}{E}\,\frac{-is}{1+isg}\,\frac{\sqrt Z}{E}.
\end{equation}
Near midgap $g\simeq Z/E$, and
\begin{equation}
G_{\psi\psi}\simeq\frac1E-\frac{isZ}{E(E+isZ)}=\frac{1}{E+iZ\Gamma/2}.
\end{equation}
The Fourier transform of this pole is an amplitude $e^{-Z\Gamma t/2\hbar}$, whose square is the stated probability. $\square$

The self-energy was tested against a metal made of discrete levels. A 61-site chain with $t_1=2.15$~eV and $t_2=2.85$~eV was joined to 1400 equally spaced levels between $-20$ and $20$~eV, with $\Gamma=0.20$~eV, and the full Hamiltonian was diagonalized. The level spacing $\delta=0.0286$~eV makes the metal return the electron after about $2\pi\hbar/\delta=220\,\hbar/\mathrm{eV}$. Between 10 and 40~$\hbar$/eV the population fell at a rate that corresponds to 0.0863~eV, against $Z\Gamma=0.0862$~eV.

For independent electrons and a wide-band metal coupled only to the end site, the midgap edge state becomes a resonance whose weak-coupling width is $Z\Gamma$, with known corrections at finite $\Gamma$. It remains to find where the gap states sit along the chain, to work through an example, and to examine what the model leaves out.

All numerical values are calculated from the stated model.
